# Why a slowly expanding mirror cavity keeps its radiation Planckian

**Question.** A closed, empty cavity with perfectly reflecting walls contains blackbody radiation. The walls recede slowly, and the cavity keeps its shape while it grows. No matter is present to absorb and re-emit photons, and photons do not exchange energy with one another in this model. What makes the spectrum a Planck spectrum again at the end, and at what temperature?

## The mechanism

Two things could change when the cavity grows: the number of quanta in each mode, and the frequency of each mode. A Planck spectrum survives if the first stays fixed and the second changes by the same factor for all modes.

Both facts come from reflection at moving walls. A reflection at a receding wall lowers a photon's frequency through the Doppler effect, and the lost energy is work done on the wall. (If the cavity has an inner wall, as a growing spherical shell does, that wall advances and raises the frequency, but the net result is still a redshift.) Slow motion lets the wave adjust to the changing cavity without transferring quanta between modes of appreciably different frequency. Uniform growth makes the accumulated redshift the same for every direction of travel.

Let a point fixed relative to the expanding shape have position $\mathbf r=a(t)\boldsymbol\xi$, with $a=1$ initially. The wall velocity is then

$$\mathbf v=\dot a\,\boldsymbol\xi=\frac{\dot a}{a}\mathbf r .$$

The algebra uses Gaussian atomic units with $\hbar=1$, keeps $c$ visible, and measures temperature $T$ as an energy. The walls absorb nothing, no static magnetic field is trapped, and zero-point energy is omitted from energy totals. "Slow" means that $\beta$, the largest wall speed divided by $c$, is small.

## From moving walls to fixed modes

At a moving perfect mirror the tangential part of $\mathbf E+\mathbf v\times\mathbf B/c$ vanishes. This vector is the force per unit charge on a charge carried along with the wall, and any tangential part would drive a current that cancels it. The task is to write this condition on a wall that stands still.

With $\mathbf E=-\nabla\phi-\partial_t\mathbf A/c$ and $\mathbf B=\nabla\times\mathbf A$, use

$$\mathbf v\times(\nabla\times\mathbf A)=\nabla(\mathbf v\cdot\mathbf A)-(\mathbf v\cdot\nabla)\mathbf A-\frac{\dot a}{a}\mathbf A .$$

The last term arises because $\partial_i v_j=(\dot a/a)\delta_{ij}$. Therefore

$$\mathbf E+\frac{\mathbf v}{c}\times\mathbf B=-\nabla\!\left(\phi-\frac{\mathbf v\cdot\mathbf A}{c}\right)-\frac1c\left[\partial_t\mathbf A+(\mathbf v\cdot\nabla)\mathbf A+\frac{\dot a}{a}\mathbf A\right].$$

Choose the gauge $\phi=\mathbf v\cdot\mathbf A/c$ and define $\mathbf A'(\boldsymbol\xi,t)=a\,\mathbf A(a\boldsymbol\xi,t)$. The square bracket is the time derivative of $\mathbf A'$ at fixed $\boldsymbol\xi$, divided by $a$. Hence

$$\mathbf E=-\frac{1}{ac}\dot{\mathbf A}'-\frac{\mathbf v}{c}\times\mathbf B,\qquad \mathbf B=\frac{1}{a^2}\nabla_\xi\times\mathbf A'.$$

The factor $a^{-2}$ has one power from $\mathbf A=\mathbf A'/a$ and one from the derivative. The mirror condition now says that tangential $\mathbf A'$ is constant in time on a fixed boundary; without trapped static field it can be set to zero.

The field Lagrangian is $(8\pi)^{-1}\int(E^2-B^2)\,d^3r$, and $d^3r=a^3d^3\xi$. Leaving out for the moment the terms that contain the wall velocity,

$$L_0=\frac1{8\pi}\int\left[\frac{a}{c^2}|\dot{\mathbf A}'|^2-\frac1a|\nabla_\xi\times\mathbf A'|^2\right]d^3\xi .$$

Expand $\mathbf A'=\sqrt{4\pi}\,c\sum_j q_j(t)\mathbf f_j(\boldsymbol\xi)$ in orthonormal, divergence-free modes of the original shape, which satisfy $\nabla_\xi\times\nabla_\xi\times\mathbf f_j=\kappa_j^2\mathbf f_j$. Integrating the curl term by parts leaves no wall term, because tangential $\mathbf f_j$ vanishes there. Thus

$$L_0=\frac12\sum_j\left(a\dot q_j^2-\frac{c^2\kappa_j^2}{a}q_j^2\right).$$

The momentum is $p_j=a\dot q_j$, and the energy of one mode is

$$H_j=p_j\dot q_j-L_j=\frac{p_j^2+c^2\kappa_j^2q_j^2}{2a}.$$

At fixed $a$ the equation of motion is $\ddot q_j=-(c^2\kappa_j^2/a^2)q_j$, so

$$\omega_j=\frac{c\kappa_j}{a}.$$

Every frequency has the same factor $1/a$, whatever the shape. For a numerical illustration, take an L-shaped cross-section, enlarge it by 1.5, and find the four lowest frequencies of a wave that vanishes on its edge, using a mesh whose spacing is not enlarged. The ratios to the original frequencies lie between 0.6664 and 0.6672, against $1/1.5=0.6667$. Enlarging one axis alone gives ratios between about 0.77 and 0.87: the modes no longer share a common factor.

## Why the occupation stays fixed

Introduce a rescaled time $\eta$ through $d\eta=dt/a$. Hamilton's equations become

$$\frac{dq_j}{d\eta}=a\frac{\partial H_j}{\partial p_j}=p_j,\qquad
\frac{dp_j}{d\eta}=-a\frac{\partial H_j}{\partial q_j}=-c^2\kappa_j^2q_j .$$

This is an oscillator with constant frequency $c\kappa_j$ in the time $\eta$. It follows that

$$\frac{d}{d\eta}(p_j^2+c^2\kappa_j^2q_j^2)=2p_j(-c^2\kappa_j^2q_j)+2c^2\kappa_j^2q_jp_j=0 .$$

The action

$$\frac{H_j}{\omega_j}=\frac{p_j^2+c^2\kappa_j^2q_j^2}{2c\kappa_j}$$

is therefore constant at this order. In quantum mechanics the same numerator is a fixed operator, and $H_j$ is that operator divided by $2a(t)$. Its number states do not change, so the probability of each photon number stays constant, as does the mean occupation $n_j$.

The omitted terms show what slowness must accomplish. To first order in wall velocity they are

$$L_1=\dot a\sum_{ij}C_{ij}\dot q_iq_j,\qquad C_{ij}=\int\mathbf f_i\cdot(\boldsymbol\xi\times\nabla_\xi\times\mathbf f_j)\,d^3\xi .$$

The gradient part of $\mathbf A'$, which the modes leave out, is fixed by Gauss's law at order $\beta$ and contributes to $L$ at order $\beta^2$. The terms in $L_1$ oscillate, in the time $\eta$, at $c(\kappa_i\pm\kappa_j)$. If $\dot a$ varies smoothly and slowly compared with these oscillations, their effects average out. A diagonal term equals $\tfrac12\dot a C_{jj}\,d(q_j^2)/dt$. Integration by parts turns it into $-\tfrac12\ddot a C_{jj}q_j^2$ plus a total time derivative, which does not affect the motion.

Modes of equal frequency need a closer look, since their difference frequency vanishes. Writing $\boldsymbol\xi=\tfrac12\nabla_\xi\xi^2$ and integrating by parts gives

$$C_{ij}-C_{ji}=\tfrac12(\kappa_i^2-\kappa_j^2)\int\xi^2\,\mathbf f_i\cdot\mathbf f_j\,d^3\xi .$$

For equal frequencies $C_{ij}$ is therefore symmetric, and the two terms of a pair combine into $\dot a\,C_{ij}\,d(q_iq_j)/dt$. Like the diagonal term, this reduces to a term in $\ddot a$, so these modes exchange no quanta in the slow limit. In a large cavity many frequencies are nearly equal, and it is then better to follow rays than single modes.

## The same redshift for every ray

Consider a wave packet with frequency $\omega$ and wavevector $\mathbf k$, where $|\mathbf k|=\omega/c$. At a mirror with outward normal speed $u$, the frequency in the mirror frame is $\gamma(\omega-uk_n)$, with $\gamma=(1-u^2/c^2)^{-1/2}$. Reflection leaves it unchanged, so $\Delta\omega=u\,\Delta k_n$. The tangential wavevector is unchanged too, and $u=\mathbf v\cdot\mathbf n$. Hence

$$\Delta\omega=\mathbf v\cdot\Delta\mathbf k=\frac{\dot a}{a}\,\mathbf r\cdot\Delta\mathbf k .$$

Now examine $G=a\omega-\dot a\,\mathbf k\cdot\mathbf r$. At a reflection its jump is $a\Delta\omega-\dot a\,\mathbf r\cdot\Delta\mathbf k=0$. Between reflections $\omega$ and $\mathbf k$ are constant and $d(\mathbf k\cdot\mathbf r)/dt=c|\mathbf k|=\omega$, so

$$\frac{dG}{dt}=\dot a\omega-\ddot a\,\mathbf k\cdot\mathbf r-\dot a\omega=-\ddot a\,\mathbf k\cdot\mathbf r .$$

For growth at constant $\dot a$, $G$ is conserved through any number of reflections. Writing $\hat{\mathbf k}=\mathbf k/|\mathbf k|$,

$$G=a\omega\left(1-\frac{\mathbf v\cdot\hat{\mathbf k}}{c}\right).$$

The bracket lies between $1-\beta$ and $1+\beta$. Thus $a\omega$ can change at most by the factor $(1+\beta)/(1-\beta)$ in either direction. The Doppler errors of successive reflections do not accumulate. For varying $\dot a$, the rate of change of $\ln G$ is at most $|\ddot a|\,|\boldsymbol\xi|/[c(1-\beta)]$; one rise and fall of the wall speed changes $\ln G$ by no more than $2\beta/(1-\beta)$, which is again of order $\beta$.

Tracing 1000 rays in an ellipsoid that doubles its size at $\beta=0.020$ gives final values of $a\omega$ between 0.967 and 1.034 times the initial value. The bound is a factor 1.041. The rays undergo about 40 reflections on average, so this small spread is a direct sign that the errors do not add up.

## The Planck formula

Ray motion, including reflection, preserves volume in the space of $\mathbf r$ and $\mathbf k$. The occupation per phase-space cell is therefore carried along each ray. In the slow limit a photon that ends with $\omega$ began with $a\omega$, and

$$n_{\rm final}(\omega)=n_{\rm initial}(a\omega)=\frac1{e^{a\omega/T}-1}=\frac1{e^{\omega/(T/a)}-1}.$$

This is Planck occupation at

$$T_{\rm final}=\frac{T}{a}.$$

More than the mean is preserved. In a thermal mode the probability of $N$ photons is $(1-e^{-\omega/T})e^{-N\omega/T}$. It depends on $\omega/T$, which does not change.

Any initial occupation $f(\omega)$ would become $f(a\omega)$. Expansion does not create a Planck spectrum from another one; it keeps the one that was there. For a Planck spectrum, rescaling the frequency is the same as changing the temperature, as it is for any occupation that depends only on $\omega/T$.

At finite speed the formula has a blur. With $x=\omega/T$, differentiation gives $dn/dx=-n(1+n)$, so a small frequency error produces

$$\frac{\delta n}{n}\simeq-x(1+n)\frac{\delta\omega}{\omega}.$$

A frequency error of order $\beta$ is therefore harmless at $x\gg1$ only if $x\beta\ll1$, which is stricter than $\beta\ll1$. When the walls start and stop smoothly, the error can be much smaller than $\beta$.

Thermodynamics gives the same temperature. At fixed occupations, $\omega\propto V^{-1/3}$ gives the pressure

$$P=-\sum_jn_j\frac{d\omega_j}{dV}=\frac1{3V}\sum_jn_j\omega_j=\frac u3,$$

where $u$ is energy density. For Planck radiation $u\propto T^4$, because the mode density is proportional to $\omega^2$. The first law, $d(uV)=-(u/3)dV$, becomes

$$4\frac{dT}{T}+\frac{dV}{V}=-\frac13\frac{dV}{V}
\quad\Longrightarrow\quad
\frac{dT}{T}=-\frac13\frac{dV}{V}.$$

Thus $T\propto V^{-1/3}\propto1/a$. The total photon number, proportional to $VT^3$, stays fixed. So does the entropy $S=4U/(3T)$, since $U$ and $T$ fall together.

## A cavity that doubles its side

Take a cube of side $10^6$ angstrom with $T=0.1$ eV, and let its side double. These are round model parameters. The final temperature is

$$T_{\rm final}=\frac{0.1\ {\rm eV}}2=0.05\ {\rm eV},$$

or, in kelvin, a fall from 1160 K to 580 K. The energy spectrum peaks at $\omega=2.821\,T$, so its peak moves from 0.282 to 0.141 eV. The occupation there is 0.0633 before and after.

Two polarizations give $V\omega^2d\omega/(\pi^2c^3)$ modes in $d\omega$. Integration with Planck occupation gives, with $\hbar$ restored,

$$N=\frac{2\zeta(3)}{\pi^2}\left(\frac{TL}{\hbar c}\right)^3 .$$

Here $\hbar c/L=1.97\times10^{-3}$ eV, so $TL/\hbar c\simeq50.7$ and $N\simeq0.2436\times50.7^3\simeq3.17\times10^4$. This number is the same at the end. The radiation energy falls from 8563 eV to half that value; the other half, about 4282 eV, is work done on the walls.

These totals treat the modes as a continuum. Summing over the discrete modes of the cube gives 31610 photons instead of 31703, a difference of 0.3 per cent. The entropy from the discrete sum is $1.141\times10^5\,k_B$, against $1.142\times10^5\,k_B$ from $4U/(3T)$ at the end. The zero-point energy scale $\hbar c/L$ is negligible beside the thermal energy.

## What happens when a condition fails

**Growth along one axis.** Stretch the cube slowly by 8 along one axis, which gives the same final volume as doubling all sides. The wavevector component along that axis falls by 8; the others stay fixed. If $\mu$ is the cosine between the final direction and that axis, the initial frequency was $\omega\sqrt{1+63\mu^2}$. Averaging over final directions,

$$\bar n(\omega)=\int_0^1\frac{d\mu}{\exp\!\left[(\omega/T)\sqrt{1+63\mu^2}\right]-1}.$$

Define an effective temperature by $T_{\rm eff}=\omega/\ln(1+1/\bar n)$. It is 0.042 eV at photon energy 0.1 eV and 0.062 eV at 0.4 eV. A Planck spectrum would give one value. At high energy the average favours small $\mu$, where photons have hardly been redshifted, and $T_{\rm eff}$ is higher. Occupation is still invariant here; the common frequency factor is missing.

**Sudden enlargement.** Suppose instead that a partition is removed and the radiation spreads into eight times the volume without reflecting from a receding wall. Treat the radiation as rays, leaving out diffraction and any photons created by the removal itself. Frequencies then stay fixed, while eight times as many modes are available near each frequency. The coarse-grained occupation becomes $n/8$, and

$$T_{\rm eff}=\frac{\omega}{\ln[1+8(e^{\omega/T}-1)]}.$$

This gives 0.037 eV at 0.1 eV and 0.066 eV at 0.4 eV. In this ray picture no work is done, so the photon number and the energy both keep their initial values. Planck radiation with that number in the new volume would have half the energy.

**Fast walls.** A one-dimensional cavity with one moving mirror can be solved as a full wave problem. Its field is a sum of left- and right-moving waves, and following them back through the reflections solves the wave equation for a prescribed mirror motion. Start from Planck occupation with mode spacing $0.3\,T$ and double the length smoothly. With a peak mirror speed of $0.047c$, the occupations of the first 30 modes agree with Planck's law at $T/2$ to about one part in $10^6$. With a peak speed of $0.85c$, the deviation grows with mode number: it is about equal to the Planck value at mode 10, 26 times it at mode 30, and larger still beyond. At these modes it is almost entirely a ray effect, the unequal Doppler shifts of different parts of the wave: following rays alone gives 25.9 at mode 30, and photons created from the vacuum contribute negligibly. The wave nature shows at the bottom of the spectrum, where mode 1 falls 29 per cent below the Planck value while rays predict a change of about 1 per cent.

**Abrupt starting and stopping.** In the same cavity, let the mirror start abruptly, move at $0.02c$, and stop abruptly after doubling the length. Of a wave that began in mode 100, a weight of just 0.018 remains in mode 100. Yet the relative rms spread of its frequency is 0.019, about $\beta$. The reason is one of scale: a Doppler shift of order $\beta\omega$, divided by the mode spacing $\pi c/L$, covers about $100\beta=2$ spacings. Invariance of each single mode therefore needs smooth motion or a small product of mode number and $\beta$. The smooth Planck spectrum tolerates exchange between neighbours, because their occupations are nearly equal.

## How good must the mirrors be?

Let each face of the cube move at $10^{-3}c$, so that the expansion takes 167 ps. The corners move $\sqrt3$ times faster, and the ray bound for constant speed allows $a\omega$ to change by at most about 0.35 per cent. At the spectral peak $x(1+n)\simeq3.0$, which limits the relative change of occupation to about 1 per cent. Slowness is not the difficulty.

Absorption is. For isotropic radiation the rate at which a photon meets a wall of area $S$ is $cS/(4V)$, which is $3c/(2L)$ for a cube. Both faces recede, so $dL=2\beta_fc\,dt$, where $\beta_f$ is the face speed divided by $c$. The mean number of reflections is

$$M=\int\frac{3c}{2L}\,dt=\frac3{4\beta_f}\int\frac{dL}{L}=\frac{3\ln a}{4\beta_f}
=\frac{3\times0.693}{4\times10^{-3}}\simeq520 .$$

If a fraction $\alpha$ is absorbed at each reflection, about $1-e^{-\alpha M}$ of the photons are lost. A good metal mirror in the infrared absorbs very roughly 1 per cent. Then $\alpha M\simeq5.2$, and about 99 per cent or more of the original photons disappear. Keeping the loss to 1 per cent would require $\alpha\simeq1.9\times10^{-5}$.

The ideal result thus needs $\tfrac34\alpha\ln a\ll\beta_f\ll1$. With $\alpha=0.01$, a loss of 1 per cent would demand $\beta_f$ between 0.3 and 0.4, which is not slow. (At such speeds the formula for $M$ counts too many reflections, because a receding wall is hit less often; the range quoted comes from tracing rays in the growing cube.) The example's speed, about 300 km/s, is itself far beyond ordinary moving machinery, and slower walls allow still more absorption. In a real metal cavity the walls also emit, so the final radiation is governed largely by their temperature. It may then be Planckian as well, but through exchange with matter, and its temperature need not be $T/a$.

## Numbers as computed

```
Comoving field identity, largest error: 5.6e-17
L-shape, size x1.5, frequency ratios: [0.6664 0.6669 0.6669 0.6672]
L-shape, one axis x1.5, ratios: [0.8043 0.871  0.8499 0.7703]
Rays: largest wall speed / c: 0.020
Rays: error of exact invariant: 7.5e-15
Rays: a*w range: 0.9669 to 1.0335
Rays: allowed upper factor: 1.0408
Rays: mean reflections traced: 39.53
Rays: mean reflections from area/volume: 39.25
1D waves: initial mode spacing / T: 0.30
1D slow: peak mirror speed / c: 0.0469
1D slow: mode 1 stays, probability: 1.000000
1D slow: max deviation from Planck, modes 1-30: 1.08e-06
1D fast: peak mirror speed / c: 0.8523
1D fast: mode 1 stays, probability: 0.576859
1D fast: max deviation from Planck, modes 1-30: 2.60e+01
1D abrupt: mirror speed / c: 0.020, mode 100
1D abrupt: weight left in same mode: 0.0179
1D abrupt: relative rms frequency spread: 0.0186
Cube side, start and end: 1.0e+06, 2.0e+06 angstrom
Temperature, start and end: 0.1000, 0.0500 eV
Temperature, start and end: 1160.5, 580.2 K
End temperature from first law: 0.050000 eV
Peak of energy spectrum / T: 2.8214
Spectral peak, start and end: 0.2821, 0.1411 eV
Occupation at the peak, start and end: 0.06329
Photon number, continuum, start and end: 31702.7, 31702.7
Photon number, explicit mode sum: 31609.7
Radiation energy, start and end: 8563.5, 4281.7 eV
Radiation energy, explicit sum at start: 8559.5 eV
Work done on walls: 4281.7 eV
Entropy / k_B, explicit sum: 114102.8
Entropy / k_B, 4U/(3T) at end: 114179.4
Probe photon energies: 0.10, 0.40 eV
One-axis stretch factor: 8.0
One-axis effective T at probes: 0.0418, 0.0621 eV
One-axis, mode sum vs angle integral: 1.3e-02
Mode count ratio for doubled side: 8.0005
Sudden effective T at probes: 0.0372, 0.0660 eV
Face speed / c: 1.0e-03; duration: 166.8 ps
Mean reflections per photon: 519.9
Rough metal absorption per reflection: 0.010
Photon fraction absorbed by such walls: 0.9945
Absorption allowed for 1 percent loss: 1.93e-05
Zero-point energy scale hbar c / L at start: 1.97e-03 eV
```
